\section*{The super-CI orbital update: derivation and conditions for linear convergence}

\section{The physical situation}

Midway through a Hartree--Fock calculation we hold a determinant whose orbitals are not yet optimal. The Hamiltonian then couples it to determinants in which one electron has moved to a virtual orbital. Diagonalizing $H$ in this small space gives a mixture of the determinant and its single excitations, and the mixing coefficients say how the orbitals should turn. Repeating this is the super-CI method. We ask how fast it converges, and whether it converges at all near a genuine energy minimum.

We treat closed shells with real orthonormal orbitals in atomic units. Indices $i,j,k$ denote the $n$ occupied orbitals, $a,b$ the virtual ones, $p,q,r,s$ any orbital. With $E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}$ and $(pq|rs)$ in charge-density order,
\begin{equation}
H=\sum_{pq}h_{pq}E_{pq}+\tfrac12\sum_{pqrs}(pq|rs)\,(E_{pq}E_{rs}-\delta_{qr}E_{ps}).
\end{equation}
The reference determinant is $|0\rangle$, its energy $E_0$, and its Fock matrix
\begin{equation}
F_{pq}=h_{pq}+\sum_k\left[2(pq|kk)-(pk|kq)\right].
\label{fock}
\end{equation}
A pair $ia$ is one vector index: $F$ without indices is the vector $F_{ia}$, and a dot is a sum over pairs. Define
\begin{align}
A_{ia,jb}&=\delta_{ij}F_{ab}-\delta_{ab}F_{ij}+2(ia|jb)-(ij|ab),\label{A}\\
B_{ia,jb}&=2(ia|jb)-(ib|ja).\label{B}
\end{align}

\section{Statement}

\paragraph{Update.} Take the lowest eigenvector $(c_0,c)$ of $H$ among $|0\rangle$ and the singlet singles $|S_{ia}\rangle=E_{ai}|0\rangle/\sqrt2$. Set $t=c/(\sqrt2\,c_0)$, replace $\phi_i$ by $\phi_i+\sum_a t_{ia}\phi_a$, and orthonormalize.

\paragraph{Theorem.} Let $F_{ia}=0$ at some orbitals, with $A$ positive definite there. Describe a nearby occupied space by amplitudes $x$: it is spanned by $\phi_i+\sum_a x_{ia}\phi_a$. One update gives
\begin{equation}
x'=-A^{-1}B\,x+O(x^2),
\label{map}
\end{equation}
with $A,B$ taken at the solution. Let $Bv=\mu Av$ and $\rho=\max|\mu|$. If $\rho<1$, the iteration converges from every sufficiently near start, with asymptotic factor at most $\rho$. If $\rho>1$, errors along the corresponding mode grow. Moreover, $\rho<1$ holds if and only if $A+B$ and $A-B$ are both positive definite.

\section{The CI problem}

\paragraph{Lemma 1.} At any orbitals,
\begin{gather}
\langle0|H|S_{ia}\rangle=\sqrt2F_{ia},\qquad
\langle S_{ia}|H-E_0|S_{jb}\rangle=A_{ia,jb},\label{sing}\\
\langle0|H E_{ai}E_{bj}|0\rangle=2B_{ia,jb}.\label{doub}
\end{gather}

\textit{Proof.} Normal-order $H$ relative to $|0\rangle$. The constant is $E_0$, the one-body part has coefficients $F_{pq}$, and a two-body part remains. Between $|0\rangle$ and a single only the one-body part acts, so the first element is $F_{ia}\langle0|E_{ia}E_{ai}|0\rangle/\sqrt2=2F_{ia}/\sqrt2$, the 2 counting spins.

For two singles with spins $\sigma,\tau$, the one-body part either moves the particle from $b$ to $a$, leaving the hole, or moves the hole, which brings a minus sign. The two-body part contributes a direct term and an exchange term. Together,
\begin{equation}
\delta_{\sigma\tau}(\delta_{ij}F_{ab}-\delta_{ab}F_{ij})+(ia|jb)-\delta_{\sigma\tau}(ij|ab).
\end{equation}
The singlet element is half the sum over $\sigma,\tau$. Terms with $\delta_{\sigma\tau}$ occur twice and get weight 1; the direct term occurs four times and gets weight 2. This is (\ref{A}). A double excitation is reached only by the two-body part, with element $(ia|jb)-\delta_{\sigma\tau}(ib|ja)$. Its full spin sum is $4(ia|jb)-2(ib|ja)=2B_{ia,jb}$. $\square$

Thus $A$ lives among the singles, whereas $B$ is a coupling to doubles, which the CI space does not contain. At $F_{ia}=0$ the reference decouples from the singles (Brillouin's theorem). Since $A>0$ there, it is also the lowest root, and the update leaves it alone.

\paragraph{Lemma 2.} With $\varepsilon$ the lowest eigenvalue relative to $E_0$, and $c_0\neq0$,
\begin{equation}
(A-\varepsilon)t=-F,\qquad \varepsilon=2F\cdot t\le0.
\label{ci}
\end{equation}

\textit{Proof.} The two rows of the eigenvalue problem are $\sqrt2F\cdot c=\varepsilon c_0$ and $\sqrt2F c_0+Ac=\varepsilon c$. Inserting $c=\sqrt2c_0t$ and dividing by $c_0$ and $\sqrt2c_0$ respectively gives (\ref{ci}). The trial vector $|0\rangle$ has energy zero on this scale, hence $\varepsilon\le0$. $\square$

\paragraph{Why the rotation has this form.} Divided by $c_0$, the CI vector is $(1+T)|0\rangle$ with $T=\sum t_{ia}E_{ai}$, because $c_{ia}/(\sqrt2c_0)=t_{ia}$. This is the linear part of $e^T|0\rangle$. Since $[T,a^\dagger_{i\sigma}]=\sum_a t_{ia}a^\dagger_{a\sigma}$ and a further commutator with $T$ vanishes,
\begin{equation}
e^Ta^\dagger_{i\sigma}e^{-T}=a^\dagger_{i\sigma}+\sum_a t_{ia}a^\dagger_{a\sigma}.
\end{equation}
So $e^T|0\rangle$ is a determinant, with the orbitals stated in the update. If $C_o,C_v$ hold the orbitals as columns, the orthonormal sets are
\begin{equation}
\begin{aligned}
C_o'&=(C_o+C_vt^{T})(1+tt^{T})^{-1/2},\\
C_v'&=(C_v-C_ot)(1+t^{T}t)^{-1/2},
\end{aligned}
\end{equation}
where $t^T$ is the transpose. Their mutual overlap is proportional to $-t+t=0$.

\section{What the energy surface contains}

\paragraph{Lemma 3.} For $\hat\kappa=\sum\kappa_{ia}(E_{ai}-E_{ia})$,
\begin{equation}
\langle0|e^{-\hat\kappa}He^{\hat\kappa}|0\rangle
=E_0+4F\cdot\kappa+2\kappa\cdot(A+B)\kappa+O(\kappa^3).
\label{energy}
\end{equation}

\textit{Proof.} As $E_{ia}|0\rangle=0$, we have $\hat\kappa|0\rangle=\sqrt2\sum\kappa_{ia}|S_{ia}\rangle$. The operator is anti-Hermitian, so the first-order term is $2\langle0|H\hat\kappa|0\rangle=2\sqrt2\sqrt2F\cdot\kappa=4F\cdot\kappa$. The second-order term is
\begin{equation}
\tfrac12\langle0|[[H,\hat\kappa],\hat\kappa]|0\rangle
=\langle0|H\hat\kappa^2|0\rangle-\langle0|\hat\kappa H\hat\kappa|0\rangle.
\end{equation}
The last piece, with its sign, is the expectation value of $H$ in $\hat\kappa|0\rangle$, namely $2\kappa\cdot(E_0+A)\kappa$. For the other, $E_{ia}E_{bj}|0\rangle=2\delta_{ij}\delta_{ab}|0\rangle$ gives
\begin{equation}
\hat\kappa^2|0\rangle=\sum\kappa_{ia}\kappa_{jb}E_{ai}E_{bj}|0\rangle-2\kappa\cdot\kappa|0\rangle ,
\end{equation}
hence $\langle0|H\hat\kappa^2|0\rangle=2\kappa\cdot B\kappa-2E_0\,\kappa\cdot\kappa$ by (\ref{doub}). The $E_0$ terms cancel. $\square$

The curvature therefore has two sources. The term $A$ is the energy of the singles that the rotation creates. The term $B$ is interference between the reference and the doubles that any rotated determinant carries at second order. The CI includes the first and omits the second.

\paragraph{Lemma 4.} At amplitudes $x$ from a solution, the occupied-virtual Fock vector is $F(x)=(A+B)x+O(x^2)$.

\textit{Proof.} To first order the orbitals are $\phi_i+\sum_bx_{ib}\phi_b$ and $\phi_a-\sum_jx_{ja}\phi_j$. Turning them in the fixed Fock operator changes $F_{ia}$ from zero to $\sum_bx_{ib}F_{ab}-\sum_jF_{ij}x_{ja}$. The occupied orbitals inside (\ref{fock}) change too and add
\begin{equation}
\sum_{jb}\left[4(ia|jb)-(ij|ab)-(ib|ja)\right]x_{jb}.
\end{equation}
The sum of these terms is $(A+B)x$ by (\ref{A}) and (\ref{B}). $\square$

\section{Proof of the theorem}

Near the solution $A$ stays positive definite, and $-\varepsilon\ge0$ only raises $A-\varepsilon$. Hence $c_0\neq0$, since $c_0=0$ would require $(A-\varepsilon)c=0$ with $c\neq0$. Equation (\ref{ci}) then bounds $t$ by a constant times $|F|$, so $t=O(x)$ and $\varepsilon=2F\cdot t=O(x^2)$. The shift $\varepsilon$ and the change of $A$ with the orbitals affect $t$ at second order or beyond:
\begin{equation}
t=-A^{-1}(A+B)x+O(x^2).
\end{equation}
The new occupied orbitals are the current ones plus $t$ times the current virtuals. To first order the amplitudes add, so
\begin{equation}
x'=x+t+O(x^2)=x-A^{-1}(A+B)x+O(x^2)=-A^{-1}Bx+O(x^2).
\end{equation}
Rotations within the occupied or virtual set change $F$, $A$ and $t$ together and do not alter the new occupied space.

Since $A>0$ and $B$ is symmetric, the modes can be chosen with $v_k\cdot Av_l=\delta_{kl}$ and real $\mu_k$. Write $x=\sum_k\xi_kv_k$ and $\|x\|_A^2=x\cdot Ax=\sum_k\xi_k^2$. Then $\xi_k'=-\mu_k\xi_k$ to first order, and
\begin{equation}
\|x'\|_A\le(\rho+C\|x\|_A)\,\|x\|_A
\end{equation}
for some constant $C$. If $\rho<1$, a start with $\rho+C\|x\|_A<1$ contracts at every step, and the factor tends to at most $\rho$. If some $|\mu_k|>1$, a small error along $v_k$ grows. Finally, $v_k\cdot(A\pm B)v_l=(1\pm\mu_k)\delta_{kl}$, so both combinations are positive definite exactly when every $|\mu_k|<1$. $\square$

\paragraph{Remark 1: the two conditions.} By (\ref{energy}), $A+B>0$ means that the solution is a minimum among real closed-shell determinants. The other condition concerns complex orbitals. Take $\hat\kappa=\mathrm i\sum\tau_{ia}(E_{ai}+E_{ia})$ with real $\tau$. The two first-order terms, $2\mathrm iF\cdot\tau$ and $-2\mathrm iF\cdot\tau$, cancel. In the second order the factor $\mathrm i^2$ reverses the doubles term, while the singles term, a squared modulus, keeps its sign. The energy change is $2\tau\cdot(A-B)\tau$. At a real minimum with $A>0$ that can be lowered by complex orbitals, some mode thus has $\mu>1$, and an error along it grows although all orbitals are real. A start without that mode, for instance by symmetry, can still converge. In singlet CH$_2$ (RHF/6-31G, C--H 1.10~\AA, angle $125^\circ$) the lowest eigenvalues of $A$, $A+B$ and $A-B$ in this basis are 0.018, 0.052 and $-0.019~E_{\rm h}$; from random amplitudes of about 0.01, twelve updates bring a symmetric start to $|x|\approx10^{-8}$ and drive an unsymmetric one out to $|x|\approx0.25$.

\paragraph{Remark 2: the cause of linearity.} Put $A+\lambda B$ in place of $A$ in the singles block, with $0\le\lambda\le1$ and $\rho<1$. The same argument gives
\begin{equation}
x'=x-(A+\lambda B)^{-1}(A+B)x=-(1-\lambda)(A+\lambda B)^{-1}Bx
\end{equation}
up to $O(x^2)$. On a mode $(A+\lambda B)v=(1+\lambda\mu)Av$, so its factor is
\begin{equation}
-\frac{(1-\lambda)\mu}{1+\lambda\mu}.
\label{lam}
\end{equation}
At $\lambda=1$ it vanishes and convergence is at least quadratic. The same happens at $\lambda=0$ if $B=0$, as for non-interacting electrons. The linear error is the missing $B$; the eigenvalue shift $\varepsilon$ does not cause it.

\paragraph{Remark 3: the CI energy is not the energy gained.} Rotation by $t$ and by $e^{\hat\kappa}$ with $\kappa=t$ differ at third order in $t$, so (\ref{energy}) applies. Using $At=-F+\varepsilon t$,
\begin{equation}
\begin{aligned}
\Delta E&=4F\cdot t+2t\cdot At+2t\cdot Bt+O(x^3)\\
&=4F\cdot t-2F\cdot t+2t\cdot Bt+O(x^3)=\varepsilon+2t\cdot Bt+O(x^3).
\end{aligned}
\label{gain}
\end{equation}
The term $2\varepsilon\,t\cdot t$ is of fourth order. The initial slope $4F\cdot t=2\varepsilon$ is never uphill, but a full step may still raise the energy, as the model below shows.

\section{Water}

The example is H$_2$O in RHF/6-31G, with O--H distance 0.96~\AA\ and angle $104.5^\circ$. There are 5 occupied and 8 virtual orbitals, hence $5\times8=40$ singles. RHF omits correlation and the basis is small; the subject here is the iteration. The start uses Fock orbitals of a superposed-atom density, slightly rotated at random so that all modes take part. At this nonstationary point finite differences along one direction give a curvature of 14.593~$E_{\rm h}$, in agreement with $4\kappa\cdot(A+B)\kappa$.

At the solution the lowest eigenvalues of $A$, $A+B$ and $A-B$ are 0.345, 0.359 and 0.326~$E_{\rm h}$. All are positive, so the theorem promises convergence. The values of $\mu$ run from $-0.079$ to 0.423, so $\rho=0.423$, and the slowest mode changes sign at each step. These numbers belong to the 6-31G basis: $\rho$ is 0.420 in cc-pVDZ, 0.438 in cc-pVTZ and 0.450 in aug-cc-pVDZ, and in these bases the three lowest eigenvalues move by up to 0.034~$E_{\rm h}$ while staying positive.

\begin{center}
\begin{tabular}{cccc}
step & $|x|$, super-CI & $A$-norm ratio & $|x|$, $B$ restored\\
0 & $1.7\times10^{-1}$ & -- & $1.7\times10^{-1}$\\
1 & $3.3\times10^{-2}$ & 0.093 & $2.4\times10^{-2}$\\
2 & $9.4\times10^{-3}$ & 0.320 & $2.5\times10^{-4}$\\
3 & $4.0\times10^{-3}$ & 0.420 & $3.6\times10^{-8}$\\
4 & $1.7\times10^{-3}$ & 0.423 & rounding\\
12 & $1.7\times10^{-6}$ & 0.423 & rounding
\end{tabular}
\end{center}

The ratio settles at $\rho$. Once $x$ is small enough for the linear map to hold, the square of the ratio is the average of $\mu_k^2$ with weights $\xi_k^2$, so to this order the ratio cannot exceed $\rho$ and, if the slowest mode is present, approaches it as the faster modes die out. The second-order terms allow an overshoot of order $|x|$: the ratio at step 5 is 0.4233, against $\rho=0.4232$. Later, one decimal digit in $x$ costs $1/\log_{10}(1/0.423)\approx2.7$ steps. By (\ref{energy}) the energy error is $2x\cdot(A+B)x$, so its factor is $\rho^2=0.179$. From step 6 to step 7 it falls from 0.4065 to 0.0728~$\mu E_{\rm h}$, and $0.0728/0.4065=0.179$.

Restoring $B$ changes the character of the convergence. For $\lambda=\frac12$, (\ref{lam}) predicts
\begin{equation}
-\frac{0.5\times0.4232}{1+0.5\times0.4232}=-0.1746,
\end{equation}
which is the factor measured on the slowest mode. For $\lambda=1$ the measured factor is $10^{-5}$ at a starting amplitude of $10^{-4}$, as a second-order remainder allows. The measured orders of convergence are 1.0 without $B$ and 2.0 with it.

If the starting orbitals have the full symmetry of the molecule and the lowest root has $c_0\neq0$, as it does near the solution where $A>0$, the update preserves the symmetry, and only symmetric modes can enter. Far from the solution the condition can fail: with the highest occupied and lowest virtual orbitals exchanged, the lowest root has $c_0=0$ and the update is undefined. For the unperturbed atom-density start, which is symmetric, the modes that count are the totally symmetric ones. Here they number 16 of 40, but the slowest is among them, so the symmetric start gains nothing in the asymptotic rate.

Equation (\ref{gain}) can be read off one step from $|x|=0.001$. The CI eigenvalue is $\varepsilon=-6.181~\mu E_{\rm h}$ and the omitted term is $2t\cdot Bt=+0.168~\mu E_{\rm h}$. Their sum, $-6.013~\mu E_{\rm h}$, agrees with the actual change to within $0.001~\mu E_{\rm h}$. The minimum lies only 6.056~$\mu E_{\rm h}$ below the start, so the CI promised more than any nearby real determinant could deliver. In modes, $F=\sum_k(1+\mu_k)\xi_kAv_k$, so to leading order
\begin{equation}
\varepsilon=-2\sum_k(1+\mu_k)^2\xi_k^2,\qquad
E_{\min}-E_0=-2\sum_k(1+\mu_k)\xi_k^2 .
\end{equation}
The difference $-2\sum_k\mu_k(1+\mu_k)\xi_k^2$ is negative when modes with $\mu_k>0$ dominate the sum.

\section{A minimum that the iteration leaves}

Put two electrons in two orbitals of different symmetry, with level gap $d$, $J_{11}=J_{22}=0.70$, $J_{12}=0.50$ and $K=(12|12)=0.15$, all in $E_{\rm h}$. With orbital 1 occupied, $F_{11}=J_{11}$ and $F_{22}=d+2J_{12}-K$, measured from $h_{11}=0$. There is one amplitude, and
\begin{equation}
\begin{aligned}
A&=F_{22}-F_{11}+2K-J_{12}=d+J_{12}-J_{11}+K,\\
B&=2K-K=K,\qquad A-B=d+J_{12}-J_{11}.
\end{aligned}
\end{equation}
For $d=0.35$, $A=0.30$ and the error factor is $-B/A=-0.5$: the iteration converges. For $d=0.15$, $A=0.10$ and $A+B=0.25$, so the solution is still a real minimum, but $A-B=-0.05$ and the factor is $-1.5$. Both factors are reproduced by actual updates. In the second case a small step multiplies the energy error by $1.5^2=2.25$, although it starts downhill. The border is at $d=J_{11}-J_{12}=0.20$.

The growing error ends in an oscillation whose size can be derived. Let $\phi_1\cos\theta+\phi_2\sin\theta$ be occupied and $u=\cos2\theta$. For $d=0.15$ the energy above the minimum is
\begin{equation}
\begin{aligned}
\Delta E&=2d\sin^2\theta+(2J_{12}+4K-2J_{11})\sin^2\theta\cos^2\theta\\
&=0.15(1-u)+0.05(1-u^2).
\end{aligned}
\end{equation}
By (\ref{energy}), $F=\frac14d\Delta E/d\theta=(0.075+0.05u)\sin2\theta$ and $A+B=dF/d\theta=0.15u+0.2u^2-0.1$. The exchange integral of the rotated orbitals is $B=\frac12(J_{11}-J_{12})\sin^22\theta+Ku^2=0.1+0.05u^2$. Hence $A=0.15u+0.15u^2-0.2$.

A cycle $\theta\to-\theta\to\theta$ needs a turn by $-2\theta$, that is $t=-\tan2\theta$. Equation (\ref{ci}) reads $At-2Ft^2=-F$, which becomes $A\tan2\theta=F(1-2\tan^22\theta)$. Dividing by $\sin2\theta$ and multiplying by $u^2$,
\begin{equation}
\begin{aligned}
u(0.15u+0.15u^2-0.2)&=(0.075+0.05u)(3u^2-2),\\
0.075u^2+0.1u-0.15&=0,\qquad u=0.8968.
\end{aligned}
\end{equation}
Then $|x|=\tan\theta=\sqrt{(1-u)/(1+u)}=0.233$ and $\Delta E=0.0253~E_{\rm h}$. After 200 further updates the numerical output shows the same amplitude and energy, with the sign of $x$ alternating.

\paragraph{Remark 4: a shortened step.} If $t$ is scaled by $s>0$, a mode is multiplied by $1-s(1+\mu)$ to first order. At a real minimum with $A>0$ we have $1+\mu>0$, so every mode contracts when $s<2/(1+\mu_{\max})$. In the model with $\mu=1.5$ this requires $s<0.8$. A real minimum need not have $A>0$ (the model with $d=0.04$ has $A=-0.01$ and $A+B=0.14$); there the lowest root is a single excitation and this argument does not apply. When $A>0$, shortening restores local convergence to the real minimum, but it does not remove the lower complex determinant that $A-B<0$ reveals.

\section*{Computed results}
\begin{verbatim}
Largest deviation of E0,F,A,B from explicit H: 1.4e-14 (model units)
Water: O-H 0.96 angstrom, angle 104.5 degrees
Occupied 5, virtual 8, singlet singles 40
RHF/6-31G total energy: -75.98394030 Eh
Energy slope at start: differences 0.48419, formula 0.48419 Eh
Energy curvature: differences 14.5934, formula 14.5934 Eh
Lowest eigenvalues of A, A+B, A-B: 0.3453, 0.3590, 0.3257 Eh
mu from -0.0786 to 0.4232; rho = 0.4232
step | E error (microEh) | |x| super-CI | A-norm ratio | |x| with B
 0 |    328187.6465 | 1.718e-01 |    -   | 1.7e-01
 1 |      3418.7267 | 3.347e-02 | 0.0930 | 2.4e-02
 2 |       400.3639 | 9.422e-03 | 0.3201 | 2.5e-04
 3 |        70.9569 | 3.959e-03 | 0.4196 | 3.6e-08
 4 |        12.6689 | 1.671e-03 | 0.4226 | 4.5e-15
 5 |         2.2707 | 7.089e-04 | 0.4233 | 1.7e-15
 6 |         0.4065 | 2.997e-04 | 0.4231 | 2.1e-15
 7 |         0.0728 | 1.269e-04 | 0.4232 | 1.8e-15
 8 |         0.0130 | 5.369e-05 | 0.4232 | 1.9e-15
 9 |         0.0023 | 2.272e-05 | 0.4232 | 3.3e-15
10 |         0.0004 | 9.615e-06 | 0.4232 | 1.5e-15
11 |         0.0001 | 4.069e-06 | 0.4232 | 9.3e-16
12 |         0.0000 | 1.722e-06 | 0.4232 | 2.2e-15
Late contraction (step 12): 0.4232; bound rho 0.4232
Symmetric start: 16 of 40 modes, largest |mu| 0.4232, late contraction 0.4232 (step 12)
Relative deviation from x_new = -A^-1 B x: 1.1e-05
lam 0.0: slowest-mode factor seen -0.42318, predicted -0.42319
lam 0.5: slowest-mode factor seen -0.17463, predicted -0.17464
lam 1.0: slowest-mode factor seen 0.00001, predicted 0.00000
Order: super-CI 1.000, with B 2.005
One step from |x|=0.001: eps -6.1812, 2tBt 0.1681, sum -6.0131 microEh
  actual change -6.0135, change to the minimum -6.0562 microEh
Model: J11=J22=0.70, J12=0.50, K=0.15 Eh
d=0.35 Eh: A 0.300, B 0.150, A+B 0.450, A-B 0.150 Eh
  imaginary-rotation curvature 0.6000 Eh, first error factor -0.5000, -B/A -0.5000
  last two |x|: 0.00000, 0.00000; energy above minimum 0.00000 Eh
d=0.15 Eh: A 0.100, B 0.150, A+B 0.250, A-B -0.050 Eh
  imaginary-rotation curvature -0.2000 Eh, first error factor -1.5000, -B/A -1.5000
  last two |x|: 0.23325, 0.23325; energy above minimum 0.02527 Eh
\end{verbatim}
